Choosing recursive or full inversion for multilayer Green functions

The Green function of a magnetic multilayer can be obtained in two ways: invert the matrix of the whole stack, or eliminate the stack slice by slice. The choice can decide whether a long stack is affordable. It should not alter the conductance. For coherent transport between two leads, choose slice elimination when the transmission, the local density of states or both are wanted. Full inversion is a simple alternative when the stack is short enough for its cost not to matter; it gives the Green function between all pairs of slices at once. The analysis below shows why the two agree, when elimination can break down, and how to set a small imaginary energy if one is added to prevent this.

**What is being inverted**

Rydberg atomic units are used: ħ = 1, the electron mass is 1/2 and the kinetic operator is −∇². On a grid of spacing a,

−d²ψ/dx² → (2ψ_j − ψ_{j+1} − ψ_{j−1})/a²,

so the hopping is −t with t = 1/a², and each direction adds 2t to the on-site energy. The example is a two-dimensional strip, with on-site energy 4t. A magnetic layer adds −h m·σ, where m is the magnetization direction and σ the Pauli matrices, so a spin along m is lowered by h. The lattice Hamiltonian is itself the model; no continuum limit is taken.

Cut the stack into N ≥ 2 slices of M orbitals, spin included, such that only neighbouring slices couple. Write H(i,j) for the M×M blocks of the Hamiltonian. The Green function is G = A⁻¹, with

A = E + iη − H − Σ_L − Σ_R, η ≥ 0.

The lead self-energies Σ_L and Σ_R act on slices 1 and N alone. Hence A(i,i+1) = −H(i,i+1), and blocks further from the diagonal vanish. Transport is elastic, and electrons interact at most through a fixed mean field contained in H.

**The leads**

In a clean nonmagnetic lead the transverse modes χ_n, with energies ε_n, decouple. Each is a semi-infinite chain with

E = ε_n + 2t(1 − cos k_n), λ_n = exp(ik_n).

Let s be the Green function at the end site of this chain. Removing that site leaves an identical chain, so

s = 1/(E − ε_n − 2t − t²s).

The dispersion gives E − ε_n − 2t = −t(λ_n + 1/λ_n). Inserting s = −λ_n/t makes the denominator −t(λ_n + 1/λ_n) + tλ_n = −t/λ_n, whose inverse is again −λ_n/t. The self-energy felt by the stack is therefore

Σ_n = t²s = −tλ_n.

Since 1/λ_n solves the same equation, a root must be chosen. A small absorption must make the outgoing wave decay, |λ_n| < 1. For an open mode this selects positive velocity, v_n = dE/dk_n = 2t sin k_n > 0; for a closed mode it selects the real root with |λ_n| < 1. The broadening is

Γ_n = i(Σ_n − Σ_n*) = −it(λ_n − λ_n*) = 2t sin k_n = v_n

for an open mode and zero for a closed one. In matrix form, Σ = Σ_n χ_n(−tλ_n)χ_nᵀ for each spin, where the sum runs over modes, and Γ = i(Σ − Σ†).

A test against a finite chain of 100 000 sites with absorption 10⁻⁴ Ry gave a largest deviation of 8.9×10⁻⁵ Ry, comparable to the absorption itself.

**Forward sweep: the block that gives the transmission**

Consider the stack truncated after slice i, and let P denote slices 1 to i−1. The last block column of AG = 1 reads

A(P,P)G(P,i) + A(P,i)G(i,i) = 0,
A(i,P)G(P,i) + A(i,i)G(i,i) = 1.

Solve the first line for G(P,i). Because slice i touches P only at slice i−1, where A(i−1,i) = −H(i−1,i), the two minus signs cancel:

G(j,i) = G^{(i−1)}(j,i−1) H(i−1,i) G(i,i), j < i.

The superscript marks the stack truncated after slice i−1. Define g_i as the last diagonal block of the stack truncated after slice i. Setting j = i−1 and inserting the result in the second line gives

g_i = B_i⁻¹, B_i = A(i,i) − H(i,i−1) g_{i−1} H(i−1,i),

starting from g_1 = A(1,1)⁻¹. Setting j = 1 gives the rule for the corner block,

G^{(i)}(1,i) = G^{(i−1)}(1,i−1) H(i−1,i) g_i.

The right lead enters through A(N,N), so at i = N nothing is truncated any longer and the corner is G(1,N) of the complete system. No approximation has been made.

A uniform clean stack can be followed by hand. For one open mode, g_1 = −λ/t, and this value reproduces itself up to slice N−1. Each step multiplies the corner by (−t)(−λ/t) = λ, giving (−λ/t)λ^{N−2} at slice N−1. The last slice has both a left neighbour and a right lead:

g_N = 1/[−t(λ + 1/λ) + tλ + tλ] = 1/[t(λ − 1/λ)] = 1/(iv).

Thus G(1,N) = (−λ/t)λ^{N−2}(−t)/(iv) = λ^{N−1}/(iv), and v²|G(1,N)|² = 1. The mode is fully transmitted, as it must be.

**Backward sweep: local quantities**

The forward g_i do not know what lies to their right, so for i < N they must not be used for local densities. To repair them, let P now be slices 1 to i and Q the rest. From AG = 1,

G(P,P) = A(P,P)⁻¹ − A(P,P)⁻¹A(P,Q)G(Q,P).

Its (i,i) block is G(i,i) = g_i + g_i H(i,i+1)G(i+1,i). From GA = 1, G(Q,P) = −G(Q,Q)A(Q,P)A(P,P)⁻¹, whose first block row gives G(i+1,i) = G(i+1,i+1)H(i+1,i)g_i. Therefore

G(i,i) = g_i + g_i H(i,i+1) G(i+1,i+1) H(i+1,i) g_i,

starting from G(N,N) = g_N. The density of states in the stack is

D = −(1/π) Im Σ_i Tr G(i,i).

Both sweeps were tested against dense inversion on random blocks that do not commute, so that a wrong order of factors would show. The largest deviation was 9.6×10⁻¹⁶ in model units.

**From the corner to the conductance**

Take η = 0 and send in open mode n from the left. In lead slice 0 the amplitude of mode m is δ_mn + r_m. The lead equation at slice 0 holds for the continued lead wave too, so the amplitude in slice 1 is

c_m = δ_mn λ_n + r_m/λ_m.

Solving for r_m gives the amplitude in slice 0 as λ_m c_m + δ_mn(1 − λ_n²). The slice-1 equation (E − H(1,1))ψ_1 + tψ_0 + tψ_2 = 0 then becomes

(E − H(1,1) − Σ_L)ψ_1 + tψ_2 = −t(1 − λ_n²)χ_n = i v_n λ_n χ_n,

where 1 − λ_n² = −2iλ_n sin k_n was used. Hence ψ_N = i v_n λ_n G(N,1)χ_n. By the same continuation on the right, the transmitted amplitude τ_m in slice N+1 is λ_m χ_mᵀψ_N, and |λ_m| = 1 for an open mode. The flux of a mode is its velocity times its squared amplitude, so the transmission probability from n to m is

(v_m/v_n)|τ_m|² = v_m v_n |χ_mᵀG(N,1)χ_n|².

Summing over open modes and spins gives Tr[Γ_R G(N,1) Γ_L G(N,1)†]. The forward sweep supplies G(1,N), which describes electrons coming from the right:

T = Tr[Γ_L G(1,N) Γ_R G(1,N)†].

The totals agree. Flux conservation makes the matrix of flux-normalized scattering amplitudes unitary. The squared moduli in each of its columns and each of its rows sum to one. Adding the columns for waves entering from the left gives R + T(left to right) = number of left channels; adding the rows for waves leaving to the left gives R + T(right to left) = the same number. This argument needs η = 0. With η > 0 the totals still agree if all magnetizations lie in one plane and there is neither spin-orbit coupling nor an orbital magnetic field, as in the example below, because H is then real and G symmetric in a suitable spin basis. For noncoplanar magnetizations, or with spin-orbit coupling or an orbital field, they can differ.

The backward sweep also supplies the reflection. In slice 1 the wave is ψ_1 = i v_n λ_n G(1,1)χ_n, so the relation between c_m and r_m gives

r_m = λ_m λ_n [i v_n χ_mᵀG(1,1)χ_n − δ_mn].

R is the sum of (v_m/v_n)|r_m|² over open modes and spins.

The zero-temperature linear conductance is (e²/h)T. There is no extra factor of two, because spin is already in the trace.

**Setting the imaginary energy**

Elimination inverts every B_i, which is more than the existence of G requires. The matrix with rows (0,1) and (1,0) is its own inverse, yet its first diagonal element is zero and elimination stops at once. In a stack at η = 0 this happens when the truncated part has a bound state precisely at E.

A positive η rules it out. Write Im X = (X − X†)/(2i) for a matrix. The leads only absorb, −Im Σ = Γ/2 ≥ 0, so Im A(i,i) ≥ η. If Im B_{i−1} ≥ η, then

Im g_{i−1} = −g_{i−1}(Im B_{i−1})g_{i−1}† ≤ 0.

The term −H(i,i−1)g_{i−1}H(i−1,i) therefore adds a nonnegative part, and Im B_i ≥ η follows by induction. A vector x with B_i x = 0 would give 0 = x†(Im B_i)x ≥ η|x|², so x = 0. For η = 10⁻³ Ry the smallest computed eigenvalue of Im B_i was 1.0000×10⁻³ Ry, in agreement with the bound.

The price is lost flux. With η inside the stack and lossless leads, a state entering with unit flux loses 2η|ψ|², the norm being taken over the stack. Summed over incoming states from both leads, |ψ|² gives Tr[GΓG†], with Γ = Γ_L + Γ_R. Since A − A† = i(Γ + 2η),

i(G − G†) = G(Γ + 2η)G†,

and the trace of the left side is 2πD. The total loss is thus

2η Tr[GΓG†] = 4πηD − 4η² Tr[GG†] ≤ 4πηD,

with D evaluated at the same η. Where D varies little over the width η, its value at η = 0 gives a first estimate. The 40-slice stack below with parallel magnets has D = 237.6 Ry⁻¹ and 16 incoming channels, counting both leads. For η = 10⁻³ Ry the estimate is 4π × 10⁻³ × 237.6 ≈ 3.0 channels, far too much. For η = 10⁻⁶ Ry it is 0.003. These losses are estimates from the formula, not separate transport runs.

The guidance is to use η = 0 for the transmission when the blocks are well conditioned. If one is nearly singular, shift E slightly or merge two slices into one block. If η is kept, choose 4πηD well below the error allowed in T, and repeat with a smaller value. Because D generally grows with the length of the stack, an η that is safe for a short stack may fail for a long one.

**What the choice costs**

With general couplings, an interior slice needs one inversion and four M×M products in the forward sweep, and four more products in the backward sweep. Each costs of order M³ operations, so

recursive work ∝ N M³, dense inversion ∝ (N M)³.

At fixed M the ratio of dense to recursive work grows as N². For the transmission alone, the backward sweep can be dropped and storage reduced to the current g_i and corner. The backward sweep as written uses all g_i; keeping them takes N M² complex numbers, against N²M² for the dense inverse. Storing only some of them and recomputing the rest saves memory at the price of extra work.

The width is the expensive direction. For a rectangular strip of L by W sites, slicing across the width costs of order L W³; slicing the other way costs W L³. The first is cheaper by a factor of (L/W)² when L > W, provided the leads allow that cut. In three dimensions M is proportional to the cross-sectional area, so doubling both transverse dimensions multiplies M by 4 and the leading work by 64.

Two qualifications apply. The gain is over dense inversion: a banded direct solver also exploits the zeros and is also linear in N at fixed M. And if all N² blocks are wanted, merely writing them down is quadratic in N.

**A worked multilayer**

The strip is eight sites wide, so M = 16. Five-slice magnetic layers alternate with five-slice nonmagnetic spacers, and the magnetization of every second magnetic layer is turned by θ. The round model parameters are a = 2 bohr, hence t = 1/2² = 0.25 Ry; E = 0.5 Ry; and h = 0.15 Ry. Spin-independent on-site disorder with a full width of 0.1 Ry acts in the magnetic layers. The same disorder sample is used for each angle, and η = 0.

A mode is open if ε_n < E < ε_n + 4t. The four lowest levels, 0.030, 0.117, 0.250 and 0.413 Ry, qualify; the fifth, at 0.587 Ry, lies above E. Two spins give 8 open channels in each lead. For N = 40:

θ = 0°: T = 6.406, conductance 248.2 μS
θ = 90°: T = 5.506, conductance 213.3 μS
θ = 180°: T = 5.662, conductance 219.3 μS

Recursive and dense transmissions differ by at most 4.4×10⁻¹⁵, which is rounding error. An independent solution for the incoming, reflected and transmitted waves, using no Green function, gives the same values. At θ = 0° it also gives R = 1.594, and 6.406 + 1.594 = 8.000 confirms flux conservation. The largest condition number among the g_i at the three angles is 183, and the computed blocks differ from those of dense inversion by at most 1.1×10⁻¹³ Ry⁻¹, so elimination is accurate here without a finite η.

The magnetoresistance ratio is

(248.2 − 219.3)/219.3 ≈ 0.13, or 13 percent.

The conductance is not monotonic in angle: it is lower at 90° than at 180°. Both solvers and the wave calculation agree on this, so it belongs to the model and not to the elimination. These data do not identify its cause or show whether it survives an average over disorder. A device prediction would need that average, as well as a realistic band structure.

**Reading the timings**

Processor times for θ = 0°, with both sweeps included, were:

N = 20: recursive 1.60 ms, dense 21.1 ms
N = 40: recursive 3.44 ms, dense 122 ms
N = 80: recursive 6.87 ms, dense 818 ms
N = 1280: recursive 113 ms, dense not run

From N = 80 to 1280 the length grows by 16 and the recursive time by 112.62/6.87 = 16.4. The exponent is ln 16.4/ln 16 = 1.01, which is linear scaling. From N = 20 to 80 the dense time grows by 817.88/21.10 = 38.8, an exponent of ln 38.8/ln 4 = 2.64. This lies below the asymptotic 3; a plausible but untested reason is that the linear-algebra library works at a higher rate on larger matrices. The absolute times belong to one machine and one implementation.

At N = 80 elimination is 119 times faster, and at N = 20 about 13 times. Storage at N = 80 is 0.33 MB for all g_i and 26 MB for the dense inverse. At N = 1280 the dense inverse alone would need (1280 × 16)² × 16 bytes ≈ 6.7 GB, at 16 bytes per complex number.

The width behaves as the count suggests. At N = 10, raising M from 120 to 240 increases the recursive time from 60.6 to 422 ms, a factor of 7.0 and an exponent of 2.80. Long stacks are cheap in this method; wide ones are not.

For the 1280-slice stack, where dense inversion was not attempted, a banded solver provides the check: both methods give T = 2.630446942. The same kind of comparison is a sound way to validate the setting in a new calculation. Compare T with full inversion on a short stack at identical E, η and lead self-energies, verify R + T at η = 0, and then lengthen the stack with elimination. The remaining figures are in the numerical output.

Table of computed values

```
grid spacing = 2.0 bohr; hopping = 0.250 Ry
energy = 0.50 Ry; exchange h = 0.15 Ry
disorder full width = 0.10 Ry
sites across = 8; orbitals per slice M = 16
slices per layer = 5; open channels with spin = 8
transverse levels (Ry): 0.0302 0.1170 0.2500 0.4132 0.5868 0.7500 0.8830 0.9698
lead self-energy, largest deviation from chain = 8.9e-05 Ry
absorption used in chain = 1.0e-04 Ry
random blocks, largest deviation = 9.6e-16 (model units)
eta = 1.0000e-03 Ry; smallest anti-Hermitian eigenvalue = 1.0000e-03 Ry
angle 0 deg, N = 40:
  T recursive = 6.4058220984
  T direct    = 6.4058220984
  T waves     = 6.4058220984; R waves = 1.5941779016
  |T recursive - T direct| = 8.9e-16
  largest block deviation = 1.4e-14 1/Ry
  largest condition number of g = 55.3
  density of states = 237.635 1/Ry
  conductance = 248.164 microsiemens
angle 90 deg, N = 40:
  T recursive = 5.5058715682
  T direct    = 5.5058715682
  T waves     = 5.5058715682; R waves = 2.4941284318
  |T recursive - T direct| = 1.8e-15
  largest block deviation = 5.3e-14 1/Ry
  largest condition number of g = 73.0
  density of states = 225.023 1/Ry
  conductance = 213.300 microsiemens
angle 180 deg, N = 40:
  T recursive = 5.6615442256
  T direct    = 5.6615442256
  T waves     = 5.6615442256; R waves = 2.3384557744
  |T recursive - T direct| = 4.4e-15
  largest block deviation = 1.1e-13 1/Ry
  largest condition number of g = 182.6
  density of states = 213.963 1/Ry
  conductance = 219.331 microsiemens
magnetoresistance (G0-G180)/G180 = 13.15 percent
N = 20: recursive 1.60 ms; direct 21.10 ms
N = 40: recursive 3.44 ms; direct 121.99 ms
N = 80: recursive 6.87 ms; direct 817.88 ms
N = 320: recursive 27.79 ms
N = 1280: recursive 112.62 ms
length exponent, recursive, N 80 to 1280 = 1.01
length exponent, direct, N 20 to 80 = 2.64
direct/recursive time at N = 80: 119.0
storage at N = 80: all g 0.328 MB; dense inverse 26.214 MB
N = 1280, 0 deg: T recursive = 2.630446942; T banded = 2.630446942
N = 10, M = 120: recursive 60.6 ms
N = 10, M = 240: recursive 422.3 ms
width exponent, recursive, M 120 to 240 = 2.80
```
